\section*{Coulomb correction to pair production from Furry–Sommerfeld–Maue waves}

\section{Result and conventions}

A photon of energy $\omega$ makes an electron--positron pair in the field of a fixed point nucleus of charge number $Z$. With $a=Z\alpha$ held fixed and $\omega\to\infty$, the cross section integrated over pair angles and energies is
\begin{equation}
\sigma=\sigma_{\rm B}-\frac{28}{9}\frac{\alpha a^2}{m^2}f(a),\qquad
f(a)=a^2\sum_{n=1}^{\infty}\frac{1}{n(n^2+a^2)} .
\label{result}
\end{equation}
Here $\sigma_{\rm B}$ is the Born cross section and $f$ is the Davies--Bethe--Maximon function. The Born term grows as $(28/9)(\alpha a^2/m^2)\ln\omega$, so its large logarithm $L$ is replaced by $L-f$. This is a high-energy statement, not a correction valid at every energy. Recoil, nuclear size, radiative corrections and the effect of atomic screening on the Coulomb term are left out.

Units are $\hbar=c=1$. Plain $\alpha$ is the fine-structure constant; bold $\boldsymbol\alpha$ and $\beta$ are Dirac matrices. The electron has potential energy $V=-a/r$, and $h(\mathbf p)=\boldsymbol\alpha\cdot\mathbf p+\beta m$. The photon moves along $+z$; $\boldsymbol\rho$ denotes a transverse position. The electron energy is $E_-=x\omega$ and the positron energy $E_+=(1-x)\omega$, both much larger than $m$.

\section{The Furry--Sommerfeld--Maue function}

For a free spinor with $h(\mathbf p)u=Eu$, try
\begin{equation}
\psi=\psi_0+\psi_1,\quad \psi_0=e^{i\mathbf p\cdot\mathbf r}Fu,\quad
\psi_1=-\frac{i}{2E}e^{i\mathbf p\cdot\mathbf r}(\boldsymbol\alpha\cdot\nabla F)u .
\label{fsm}
\end{equation}
Let $h$ without argument be $h(-i\nabla)$. Since $-i\nabla$ acts on both the plane wave and $F$,
\begin{equation}
(E-V-h)\psi_0=e^{i\mathbf p\cdot\mathbf r}(-VF+i\boldsymbol\alpha\cdot\nabla F)u .
\end{equation}
For $\psi_1$, the anticommutators give $h(\mathbf p)\alpha_j=-\alpha_jh(\mathbf p)+2p_j$, so $(E-h(\mathbf p))\alpha_ju=(2E\alpha_j-2p_j)u$. With $(\boldsymbol\alpha\cdot\nabla)^2=\nabla^2$,
\begin{equation}
(E-h)\psi_1=e^{i\mathbf p\cdot\mathbf r}\left[-i\boldsymbol\alpha\cdot\nabla F
+\frac{i}{E}\mathbf p\cdot\nabla F+\frac{\nabla^2F}{2E}\right]u .
\end{equation}
The terms in $\boldsymbol\alpha\cdot\nabla F$ cancel in the sum. If
\begin{equation}
\nabla^2F+2i\mathbf p\cdot\nabla F-2EVF=0,
\label{Feq}
\end{equation}
what remains is the identity $(E-V-h)\psi=-V\psi_1$.

To solve (\ref{Feq}), let $F$ depend on $X=pr+\mathbf p\cdot\mathbf r$ alone. Then $(\nabla X)^2=2pX/r$, $\nabla^2X=2p/r$ and $\mathbf p\cdot\nabla X=pX/r$. Multiplying by $r/2p$ gives, with $\nu=aE/p$,
\begin{equation}
XF''+(1+iX)F'+\nu F=0,\qquad F={}_1F_1(-i\nu;1;-iX).
\end{equation}
The second form follows on setting $w=-iX$, which yields Kummer's equation $wF_{ww}+(1-w)F_w+i\nu F=0$. The normalization is $N=e^{\pi\nu/2}\Gamma(1+i\nu)$. At large $X$ the function is a distorted plane wave plus a term $e^{i\mathbf p\cdot\mathbf r}e^{-iX}/X=e^{-ipr}/X$, an ingoing spherical wave, as a final state requires.

\paragraph{Size of the error.} At large $X$ the plane-wave and spherical parts each contribute $\nu/X$ to $|F'/F|$. At $z=0$, where $X=pr$ and $|\nabla X|=\sqrt2\,p$, this gives at most about $\sqrt2\,a/(Er)$ for $|\psi_1/\psi_0|$. The two parts have a relative phase that varies with $X$, so the ratio need not fall smoothly. For $a=0.6$ and $r=1/m$, evaluating (\ref{fsm}) gives $1.9\times10^{-2}$, $9.2\times10^{-4}$ and $1.9\times10^{-4}$ at $E=20m$, $200m$ and $2000m$. Integrating the missing term $V\psi_1$ along a path at distance of order $1/m$ gives an error of order $a^2m/E$, apart from logarithms.

\paragraph{The positron.} The matrix element contains a negative-energy state of energy $-E_+$ and momentum $-\mathbf p_+$. Replace $E\to-E_+$ and $\mathbf p\to-\mathbf p_+$ in (\ref{fsm}) and (\ref{Feq}). The new scalar equation is the complex conjugate of the ingoing one with $V\to-V$. Hence its factor is $e^{-\pi\nu_+/2}\Gamma(1+i\nu_+)\,{}_1F_1(-i\nu_+;1;iX_+)$, with $X_+=p_+r+\mathbf p_+\cdot\mathbf r$. The electron enters through $\psi^\dagger$. Both scalar factors therefore have the form
\begin{equation}
C_\mu(X)=e^{\pi\mu/2}\Gamma(1-i\mu)\,{}_1F_1(i\mu;1;iX),
\end{equation}
with $\mu=\nu_-\to a$ for the electron and $\mu=-\nu_+\to-a$ for the positron.

\section{What the gradient term does}

Take a Fourier component $e^{i(\mathbf p'-\mathbf p)\cdot\mathbf r}$ of $F$ with $|\mathbf p'|=|\mathbf p|$. The bracket in the wave function turns $u$ into
\begin{equation}
\left[1+\frac{\boldsymbol\alpha\cdot(\mathbf p'-\mathbf p)}{2E}\right]u
=\frac{E+h(\mathbf p')}{2E}u .
\end{equation}
Because $(E-h(\mathbf p'))(E+h(\mathbf p'))=E^2-p'^2-m^2=0$, this is a free spinor of momentum $\mathbf p'$. The gradient term thus gives each plane wave its proper spinor. It cannot be dropped: the leading part of the pair matrix element vanishes for collinear momenta, and what survives is of the same order, $m/E$, as this term.

The error of order $a^2m/E$ estimated above does not compete with it. Split the missing source $V\psi_1$ by the eigenvalue of $\alpha_z$, with $z$ along the nearly common direction of motion. On the part with $\alpha_z=-1$, which comes from the transverse gradient, $E-h$ is about $2E$ for motion at small angles to $+z$, so the small-angle wave changes there only by order $a^2m^2/E^2$. The spherical wave at large angles can change by order $a^2m/E$, but its phase relative to the plane wave, $X=pr+\mathbf p\cdot\mathbf r$, varies rapidly there, so it drops out of the pair integral at leading order. The part with $\alpha_z=+1$ comes from $\alpha_z\partial_zF$ and gives the path-integrated error $a^2m/E$. Between such components the leading matrix element again vanishes, so this part enters the amplitude with a further factor $m/E$. By this small-angle estimate the amplitude changes by order $a^2m^2/E^2$, apart from logarithms. The pair amplitude itself is of order $am/E$, since it vanishes without the nucleus, so the change relative to the Born term is of order $am/E$ and disappears at high energy. The Coulomb correction is itself smaller than the Born term by about $a^2$ at small $a$, so relative to it the neglected term is of order $m/(aE)$, and light nuclei need higher energies.

\section{Small angles upstream of the nucleus}

Pairs form over distances of order $\omega/m^2$, while transverse distances are of order $1/m$. Put $z=-s<0$. With $r\simeq s+\rho^2/2s$ and $p_z\simeq p-p_\perp^2/2p$,
\begin{equation}
X\simeq\frac{p}{2s}R^2,\qquad \mathbf R=\boldsymbol\rho+\frac{s}{p}\mathbf p_\perp .
\end{equation}
The vector $\mathbf R$ is where a straight path reaches the plane $z=0$. Consider the Fresnel transform
\begin{equation}
J_\mu=\frac{p}{2\pi is}\int d^2\rho'\,
e^{ip(\boldsymbol\rho'-\mathbf R)^2/2s}\rho'^{-2i\mu},
\end{equation}
with lengths inside powers measured in $1/m$. The angular integral gives $2\pi J_0(B\rho')$ with $B=pR/s$. Let $A=-ip/2s$, with a small positive real part for convergence. Expanding $J_0$ and integrating term by term,
\begin{equation}
\int_0^\infty\! d\rho'\,\rho'^{1-2i\mu}e^{-A\rho'^2}J_0(B\rho')
=\frac{\Gamma(1-i\mu)}{2A^{1-i\mu}}\,{}_1F_1\!\left(1-i\mu;1;-\frac{B^2}{4A}\right).
\end{equation}
Here $B^2/4A=iX$, $(p/is)/(2A)=1$ and $(-i)^{i\mu}=e^{\pi\mu/2}$. Kummer's relation $e^{iX}{}_1F_1(1-i\mu;1;-iX)={}_1F_1(i\mu;1;iX)$ then yields
\begin{equation}
C_\mu(X)=(2s/p)^{i\mu}J_\mu .
\end{equation}
Restoring the plane wave and completing the square cancels the terms in $p_\perp^2$:
\begin{equation}
e^{-i\mathbf p\cdot\mathbf r}C_\mu=\left(\frac{2s}{p}\right)^{i\mu}
\frac{p\,e^{ips}}{2\pi is}\int d^2\rho'\,
e^{ip(\boldsymbol\rho'-\boldsymbol\rho)^2/2s-i\mathbf p_\perp\cdot\boldsymbol\rho'}
\rho'^{-2i\mu}.
\label{fresnel}
\end{equation}
Thus the particle moves freely from $\boldsymbol\rho$ to $\boldsymbol\rho'$ and acquires the nuclear phase $\rho'^{-2i\mu}$ there.

In the product of the two factors the $s$-dependence cancels: $(2s/p_-)^{ia}(2s/p_+)^{-ia}=(p_+/p_-)^{ia}$. Downstream, $X\simeq2pz$ is large. From ${}_1F_1(i\mu;1;iX)\simeq(-iX)^{-i\mu}/\Gamma(1-i\mu)$ one finds $C_\mu\to X^{-i\mu}$, and the product is again $(p_+/p_-)^{ia}$. The spherical waves there oscillate rapidly and drop out at leading order. The region $|z|\lesssim1/m$, where neither form applies, is a fraction of order $m/\omega$ of the formation length.

\section{The pair amplitude}

Expand each Fresnel kernel in plane waves,
\begin{equation}
\frac{p}{2\pi is}e^{ip(\boldsymbol\rho'-\boldsymbol\rho)^2/2s}
=\int\frac{d^2\kappa}{(2\pi)^2}
e^{i\boldsymbol\kappa\cdot(\boldsymbol\rho'-\boldsymbol\rho)-i\kappa^2s/2p}.
\end{equation}
The photon has no transverse momentum, so integration over the creation point gives the electron $\boldsymbol\kappa$ and the positron $-\boldsymbol\kappa$. Using $p\simeq E-m^2/2E$, the longitudinal phase is $e^{-is\delta}$ with
\begin{equation}
\delta=\frac{\kappa^2+m^2}{2}\left(\frac1{E_-}+\frac1{E_+}\right)
=\frac{\kappa^2+m^2}{2\omega x(1-x)} .
\end{equation}
With a convergence factor, the upstream integral is $1/(i\delta)$. Downstream there is no further scattering and the integral is $\int_0^\infty dz\,e^{i\delta z}=-1/(i\delta)$. The two cancel when $a=0$, since a free photon cannot make a pair. Let $\boldsymbol\rho_1$ and $\boldsymbol\rho_2$ be the electron and positron positions at the nuclear plane. Up to the constant phase,
\begin{align}
M&=\int d^2\rho_1d^2\rho_2\,
e^{-i\mathbf p_{-\perp}\cdot\boldsymbol\rho_1-i\mathbf p_{+\perp}\cdot\boldsymbol\rho_2}
\left[\left(\frac{\rho_2}{\rho_1}\right)^{2ia}-1\right]
\Phi(\boldsymbol\rho_1-\boldsymbol\rho_2),\\
\Phi(\boldsymbol\rho)&=\int\frac{d^2\kappa}{(2\pi)^2}
e^{i\boldsymbol\kappa\cdot\boldsymbol\rho}\frac{\mathcal A(\boldsymbol\kappa)}{i\delta},
\qquad \mathcal A=u^\dagger\boldsymbol\alpha\cdot\boldsymbol\epsilon\,v .
\end{align}

\paragraph{Spin sum.} Let $\chi$ and $\xi$ be the parts of $u$ and $v$ with $\alpha_z=1$. Projecting the free equations on $\alpha_z=-1$ gives, with $T=\boldsymbol\alpha_\perp\cdot\boldsymbol\kappa+\beta m$,
\begin{equation}
u\simeq\left(1+\frac{T}{2E_-}\right)\chi,\qquad
v\simeq\left(1-\frac{T}{2E_+}\right)\xi .
\end{equation}
The parts $\chi$ and $\xi$ change under the small rotations of momentum only at second order in the angle, so they label the final spins. Since $\boldsymbol\alpha\cdot\boldsymbol\epsilon$ reverses $\alpha_z$, the zeroth-order term vanishes. With $D=1/2E_--1/2E_+$ and $S=1/2E_-+1/2E_+$,
\begin{equation}
\mathcal A=\chi^\dagger\left[D\,\boldsymbol\kappa\cdot\boldsymbol\epsilon
+iS\Sigma_z(\boldsymbol\kappa\times\boldsymbol\epsilon)_z
+mS\beta\,\boldsymbol\alpha\cdot\boldsymbol\epsilon\right]\xi .
\end{equation}
The cross terms have zero trace over the two states with $\alpha_z=1$. Summing over spins and averaging over two linear polarizations,
\begin{align}
\overline{\sum}\mathcal A(\boldsymbol\kappa)\mathcal A^*(\boldsymbol\kappa')
&=(D^2+S^2)\boldsymbol\kappa\cdot\boldsymbol\kappa'+2m^2S^2\nonumber\\
&=\frac{[x^2+(1-x)^2]\boldsymbol\kappa\cdot\boldsymbol\kappa'+m^2}
{2\omega^2x^2(1-x)^2}.
\end{align}
Two different momenta are needed because $|\Phi(\boldsymbol\rho)|^2$ contains two Fourier integrals. The transform of $1/(\kappa^2+m^2)$ is $K_0(m\rho)/2\pi$, the decaying Green function of $-\nabla^2+m^2$ in the plane. A factor $\boldsymbol\kappa$ becomes a gradient, and $|\nabla K_0(m\rho)|=mK_1(m\rho)$. Therefore
\begin{equation}
\overline{\sum}|\Phi|^2=\frac{m^2}{2\pi^2}
\left\{[x^2+(1-x)^2]K_1^2(m\rho)+K_0^2(m\rho)\right\}.
\label{phi}
\end{equation}

\section{From amplitude to cross section}

The golden rule with photon normalization $4\pi\alpha/2\omega$ and unit flux reads
\begin{equation}
d\sigma=2\pi\,\delta(\omega-E_--E_+)\frac{4\pi\alpha}{2\omega}
\overline{\sum}|M|^2\frac{d^3p_-d^3p_+}{(2\pi)^6}.
\end{equation}
The longitudinal integrals and the delta function leave $\omega\,dx$. Completeness in the transverse momenta turns $|M|^2$ into an integral over positions. The prefactor is $2\pi(2\pi\alpha/\omega)\omega/(2\pi)^2=\alpha$, so
\begin{equation}
\sigma=\alpha\int_0^1dx\int d^2\rho\,\overline{\sum}|\Phi|^2
\int d^2b\left|\left(\frac{b_2}{b_1}\right)^{2ia}-1\right|^2,
\label{impact}
\end{equation}
where $\mathbf b_1=\mathbf b$ and $\mathbf b_2=\mathbf b-\boldsymbol\rho$.

\paragraph{Separating the Born term.} Put $\Lambda=\ln(b_1/b_2)$. The squared modulus is
\begin{equation}
4\sin^2(a\Lambda)=4a^2\Lambda^2-\tfrac43a^4\Lambda^4+\cdots .
\end{equation}
At large $b$, $\Lambda\simeq\boldsymbol\rho\cdot\mathbf b/b^2$. The Born term then gives $4\pi a^2\rho^2\int db/b$, a logarithm. Formula (\ref{impact}) fails at $b\sim\omega/m^2$, where the interaction extends over the whole formation length. This supplies an upper limit proportional to $\omega$. For an atom whose radius is smaller than this length, screening supplies the limit instead. In either case the full Born cross section must be used for this term. The remainder falls as $b^{-4}$, converges at $b\sim\rho$, and does not feel the distant cutoff at leading order. For a real atom the residual effect is small but not negligible: with Moli\`ere's screened potential in place of the Coulomb phase, the magnitude of the integrated remainder drops by about 3\% for $Z=82$ and 1\% for $Z=13$.

\section{The impact integral}

Write $w=b/\rho$ as a complex coordinate with $\boldsymbol\rho$ along the real axis, and map $\zeta=w/(w-1)$. Then $|\zeta|=t=e^\Lambda$ and $d^2w=d^2\zeta/|\zeta-1|^4$. For $t<1$, the series $(1-te^{i\varphi})^{-2}=\sum_{n\ge0}(n+1)t^ne^{in\varphi}$ and Parseval's theorem give
\begin{equation}
\int_0^{2\pi}\frac{d\varphi}{|1-te^{i\varphi}|^4}
=2\pi\sum_{n\ge0}(n+1)^2t^{2n}=\frac{2\pi(1+t^2)}{|1-t^2|^3}.
\end{equation}
Taking out $t^{-4}$ and replacing $t$ by $1/t$ gives the same final form for $t>1$. With $d^2\zeta=t^2d\Lambda\,d\varphi$, the measure becomes $(\pi/2)\cosh\Lambda\,d\Lambda/|\sinh\Lambda|^3$. Let $g=4\sin^2(a\Lambda)-4a^2\Lambda^2$, which is even. The remainder per $\rho^2$ is
\begin{align}
I&=\pi\int_0^\infty d\Lambda\,\frac{\cosh\Lambda}{\sinh^3\Lambda}\,g
=\frac{\pi}{2}\int_0^\infty d\Lambda\,\frac{g'}{\sinh^2\Lambda}\nonumber\\
&=2\pi a\int_0^\infty d\Lambda\,
\frac{\sin2a\Lambda-2a\Lambda}{\sinh^2\Lambda}\nonumber\\
&=4\pi a^2\int_0^\infty d\Lambda\,(\cos2a\Lambda-1)(\coth\Lambda-1).
\end{align}
Boundary terms vanish because $g\sim\Lambda^4$ and $\sin2a\Lambda-2a\Lambda\sim\Lambda^3$ at the origin, while the hyperbolic factors decay at infinity. Insert $\coth\Lambda-1=2\sum_{n\ge1}e^{-2n\Lambda}$:
\begin{equation}
I=4\pi a^2\sum_{n=1}^\infty\left[\frac{n}{n^2+a^2}-\frac1n\right]
=-4\pi a^2f(a).
\label{I}
\end{equation}
Each term of the sum comes from one exponential in the distribution of $\Lambda$.

\section{Average over pair size}

Two moments remain. Multiplication by position is differentiation in momentum space, so Parseval's theorem with $y=q^2$ gives
\begin{align}
\int_0^\infty t^3K_0^2dt&=2\int_0^\infty\frac{y\,dy}{(1+y)^4}=\frac13,\\
\int_0^\infty t^3K_1^2dt&=\frac12\int_0^\infty dy
\left[\frac{2}{(1+y)^2}-\frac{4y}{(1+y)^3}+\frac{4y^2}{(1+y)^4}\right]
=\frac23 .
\end{align}
The second integrand is the squared gradient of the vector $\mathbf q/(1+q^2)$. From (\ref{phi}) and (\ref{I}),
\begin{align}
\frac{d\sigma_C}{dx}&=\frac{\alpha}{2\pi^2}(-4\pi a^2f)\frac{2\pi}{m^2}
\left\{\frac23[x^2+(1-x)^2]+\frac13\right\}\nonumber\\
&=-\frac{4\alpha a^2f}{m^2}\left[1-\frac43x(1-x)\right].
\label{spectrum}
\end{align}
Since $\int_0^1x(1-x)dx=1/6$, the bracket integrates to $7/9$, which proves (\ref{result}). The same average of the Born logarithm gives its coefficient $28/9$.

\section{Limits and a numerical case}

For small $a$, $f\simeq\zeta(3)a^2$ and the correction varies as $Z^4$. It is even in $a$: reversing the nuclear charge exchanges the roles of electron and positron and leaves the integrated result unchanged. Equation (\ref{spectrum}) needs both $x\omega$ and $(1-x)\omega$ much larger than $m$; the excluded end intervals shrink as $m/\omega$.

Take a point nucleus with $Z=82$, so $a=0.5984$. Summing the series gives $f=0.3316$. Its first term is $a^2/(1+a^2)=0.2637$; the small-$a$ estimate $\zeta(3)a^2=0.4304$ is 30\% above the full sum. With the reduced Compton wavelength $1/m=386.16$ fm, the prefactor $(28/9)\alpha a^2/m^2$ is $12.12$ barn, and
\begin{equation}
\sigma_C=-12.12\times0.3316\ \text{barn}=-4.02\ \text{barn}
=-4.02\times10^{-28}\ \text{m}^2 .
\end{equation}
The differential correction $d\sigma_C/dx$ is $-4.55$ barn at $x=0.1$ and $-3.45$ barn at $x=0.5$. These are $\omega\to\infty$ values for an unscreened nucleus. The neglected source $V\psi_1$ adds a phase $\pi a^2/(2Eb)$ for each particle, with $b$ its distance from the nucleus. In (\ref{impact}) this gives a term odd under $x\to1-x$ and falling as $1/\omega$. At $x=0.1$ its size is 14\% of $|d\sigma_C/dx|$ at $\omega=200m$ and 1.4\% at $\omega=2000m$ for $Z=82$; for $Z=13$ it is still 14\% at $\omega=2000m$. The reduction is larger for unequal sharing because the $K_1^2$ term carries the weight $x^2+(1-x)^2$.

Two-dimensional quadrature of the remainder shows where it arises: 98.9\% of $I$ comes from nuclear positions within $3\rho$ of the nearer particle's path. In the unscreened logarithmic regime, replacing $L$ by $L-f$ is equivalent to evaluating the Born cross section at $e^{-f}\omega=0.718\,\omega$.

\begin{center}
\begin{tabular}{ccc}
$Z$ & $f$ & $\sigma_C$ (barn)\\
13 & 0.0107 & $-0.0033$\\
29 & 0.0518 & $-0.0786$\\
47 & 0.1285 & $-0.512$\\
82 & 0.3316 & $-4.02$
\end{tabular}
\end{center}

From $Z=13$ to $82$ the correction grows about 1230-fold, less than the factor $(82/13)^4\simeq1580$ of the leading law, because the denominators $n^2+a^2$ increase with $a$.

All numerical values are calculated from the stated model.
